**Numerical test of Graham's law in free-molecular counterdiffusion**

At equal end pressures and temperature, the net flows of two gases obey $N_A/N_B=-\sqrt{m_B/m_A}$, where $N_i$ is the particle flow from end 1 to end 2 and $m_i$ is the molecular mass. The program traces random paths through a cone in both directions and combines them with sampled Maxwell velocities. It asserts reciprocity within 2% and Graham's ratio within 2.5%. For cylinders, it asserts agreement between traced paths and a ring-exchange calculation, and between sampled diffusivities and $D_i=d\bar v_i/3$, where $d$ is the diameter and $\bar v_i$ the mean speed. It also asserts the diffusivity gain from partly specular walls and the peak pressure difference between closed vessels. For methane and argon in a pore 100 nm wide and 10,000 nm long, at 473 K and 1 Torr, the output gives flows of $4.10\times10^8$ and $-2.60\times10^8$ particles per second, with ratio $-1.578$. Among the neglected effects sized there, a 5% specular fraction for methane alone shifts the ratio most, by 10.5%.

## Numerical verification

```python
"""Graham's law for free-molecular counterdiffusion of gases A and B.
Result under test: at equal end pressures and temperature,
    N_A / N_B = -sqrt(m_B / m_A),
where N_i is the net particle flow from end 1 to end 2 and m_i the mass.
v_i = sqrt(8 kT/(pi m_i)) is the mean speed, W a transmission probability,
d the pore diameter, L its length, D_i = d v_i/3 the Knudsen diffusivity.
A is methane, B is argon. Walls are inert; both gases scatter alike.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import solve_toeplitz

rng = np.random.default_rng(12345)

# Rough typical values for a deposition process in an anodic-alumina pore
temperature = 473.0                 # K
pressure_torr = 1.0
diameter_nm, length_nm = 100.0, 10000.0
mass_u = np.array([16.043, 39.948])
size_nm = np.array([0.38, 0.34])    # rough hard-sphere diameters

kT = const.k * temperature
mass = mass_u * const.atomic_mass
pressure = pressure_torr * const.torr
density = pressure / kT
diameter, length = diameter_nm * 1e-9, length_nm * 1e-9
area = np.pi * diameter**2 / 4

# Mean speeds evaluated in atomic units, then converted to m/s
theta_au = kT / const.physical_constants['Hartree energy'][0]
mass_au = mass / const.m_e
speed = (np.sqrt(8 * theta_au / (np.pi * mass_au))
         * const.physical_constants['atomic unit of velocity'][0])
graham = np.sqrt(mass[1] / mass[0])


def diffuse_direction(normal):
    """Cosine-law directions about unit normals."""
    v = rng.normal(size=normal.shape)
    v /= np.linalg.norm(v, axis=1)[:, None]
    u = normal + v
    return u / np.linalg.norm(u, axis=1)[:, None]


def traced_transmission(r_in, r_out, tube_length, count):
    """Ray-traced transmission of a cone or cylinder with diffuse walls."""
    slope = (r_out - r_in) / tube_length
    pos = np.zeros((count, 3))
    pos[:, 0] = r_in * np.sqrt(rng.random(count))
    normal = np.tile([0.0, 0.0, 1.0], (count, 1))
    passed = 0
    while len(pos):
        u = diffuse_direction(normal)
        radius = r_in + slope * pos[:, 2]
        qa = u[:, 0]**2 + u[:, 1]**2 - slope**2 * u[:, 2]**2
        qb = (pos[:, 0] * u[:, 0] + pos[:, 1] * u[:, 1]
              - slope * radius * u[:, 2])
        qc = pos[:, 0]**2 + pos[:, 1]**2 - radius**2
        t = (-qb + np.sqrt(np.maximum(qb**2 - qa * qc, 0))) / qa
        t = np.where(t > 0, t, 1e12)    # no wall ahead: leaves by an end
        new = pos + t[:, None] * u
        passed += np.count_nonzero(new[:, 2] >= tube_length)
        pos = new[(new[:, 2] > 0) & (new[:, 2] < tube_length)]
        rr = np.hypot(pos[:, 0], pos[:, 1])
        normal = np.column_stack((-pos[:, 0] / rr, -pos[:, 1] / rr,
                                  np.full(len(pos), slope)))
        normal /= np.sqrt(1 + slope**2)
    return passed / count


def ring_solution(aspect, cells):
    """Transmission of a cylinder from exchange between wall rings."""
    h = aspect / cells
    x = h * np.arange(cells + 1)
    disc = (np.sqrt(x**2 + 1) - x)**2
    to_ring = disc[:-1] - disc[1:]
    column = np.empty(cells)
    column[0] = 2 * (1 - disc[1])
    column[1:] = -(disc[:-2] - 2 * disc[1:-1] + disc[2:])
    escape = solve_toeplitz(column, to_ring[::-1])
    return disc[-1] + to_ring @ escape, escape


def tube_transmission(aspect, cells):
    """Remove the leading, quadratic error in ring width."""
    coarse = ring_solution(aspect, cells)[0]
    fine = ring_solution(aspect, 2 * cells)[0]
    return (4 * fine - coarse) / 3


def sampled_diffusivity(m, specular, count):
    """Average v_z times axial displacement until diffuse reflection."""
    a = diameter / 2
    v = np.linalg.norm(rng.normal(size=(count, 3)), axis=1)
    v *= np.sqrt(kT / m)
    polar = np.pi * rng.random(count)    # uniform angle, weighted below
    point = np.sqrt(rng.random(count)).astype(complex)
    heading = np.exp(2j * np.pi * rng.random(count))
    path = np.zeros(count)
    alive = np.arange(count)
    while len(alive):
        p, u = point[alive], heading[alive]
        along = (p * u.conj()).real
        step = -along + np.sqrt(np.maximum(along**2 + 1 - abs(p)**2, 0))
        path[alive] += step
        p = p + step * u
        p /= abs(p)
        heading[alive] = u - 2 * (u * p.conj()).real * p
        point[alive] = p
        alive = alive[rng.random(len(alive)) < specular]
    return np.mean(v * np.pi / 2 * np.cos(polar)**2 * path) * a


def interrupted_factor(free_path):
    """D/(v a) if gas collisions also erase v_z; free_path in units of a."""
    node, weight = np.polynomial.legendre.leggauss(300)
    t, wt = (node + 1) / 2, weight / 2
    angle = np.pi / 2 * t**4
    w_angle = wt * np.pi / 2 * 4 * t**3
    s = np.sin(angle)[None, :]
    chord = 2 * np.sqrt(1 - node**2)[:, None]
    inner = free_path * (chord + free_path * s
                         * np.expm1(-chord / (free_path * s)))
    return weight @ inner @ (w_angle * np.sin(angle)
                            * np.cos(angle)**2) / np.pi


# One-sided impingement from sampled Maxwell velocities
hits = np.array([np.mean(np.maximum(
    rng.normal(size=1000000) * np.sqrt(kT / m), 0)) for m in mass])
assert np.allclose(hits, speed / 4, rtol=0.01)

# Tapered passage: reciprocity and Graham's law, by tracing both ways
w_forward = traced_transmission(1.0, 2.0, 4.0, 300000)
w_backward = traced_transmission(2.0, 1.0, 4.0, 300000)
assert abs(w_forward / (4 * w_backward) - 1) < 0.02
cone_ratio = hits[0] * w_forward / (hits[1] * 4 * w_backward)
assert abs(cone_ratio / graham - 1) < 0.025    # sampling noise

# Finite cylinder: ray tracing against ring exchange
w_short_traced = traced_transmission(0.5, 0.5, 2.0, 300000)
w_short = tube_transmission(2.0, 200)
assert abs(w_short_traced / w_short - 1) < 0.012

# Example pore: ring convergence, origin probabilities, long-tube limit
aspect = diameter and length / diameter
transmission = tube_transmission(aspect, 1000)
assert abs(tube_transmission(aspect, 500) / transmission - 1) < 1e-3
escape = ring_solution(aspect, 1000)[1]
assert np.allclose(escape + escape[::-1], 1, atol=1e-8)
w_long = 4 / (3 * aspect)
end_deficit = 1 - transmission / w_long
far_deficit = 1 - tube_transmission(400.0, 2000) * 3 * 400 / 4
assert 0 < far_deficit < 0.015 and far_deficit < end_deficit / 2

# Diffusivities from trajectories, with diffuse and partly specular walls
diffusivity = diameter * speed / 3
sampled = np.array([sampled_diffusivity(m, 0.0, 400000) for m in mass])
assert np.allclose(sampled, diffusivity, rtol=0.012)
test_f = 0.2
specular_gain = sampled_diffusivity(mass[0], test_f, 400000) / diffusivity[0]
assert abs(specular_gain / ((1 + test_f) / (1 - test_f)) - 1) < 0.015

# Both limits of the estimate with interrupted flights
assert abs(interrupted_factor(1e5) / (2 / 3) - 1) < 1e-3
assert abs(interrupted_factor(1e-3) / (1e-3 / 3) - 1) < 0.01

# Closed equal vessels, each initially filled with one pure gas
def vessel_rates(_, n):
    flow_a, flow_b = graham * (n[0] - n[1]), n[2] - n[3]
    return [-flow_a, flow_a, -flow_b, flow_b]

times = np.linspace(0, 3, 6001)
closed = solve_ivp(vessel_rates, (0, 3), [1, 0, 0, 1], t_eval=times,
                   rtol=1e-9, atol=1e-11).y
peak_numeric = np.max(closed[1] + closed[3] - closed[0] - closed[2])
peak_formula = graham**(-1 / (graham - 1)) * (1 - 1 / graham)
assert abs(peak_numeric - peak_formula) < 1e-5

# Flows in the example, from the end densities of each gas
density_drop = density * np.array([1.0, -1.0])
flow = area * speed / 4 * transmission * density_drop

# Sizes of neglected effects
mean_size = size_nm.mean() * 1e-9
free_path = kT / (np.sqrt(2) * np.pi * mean_size**2 * pressure)
collision_loss = 1 - interrupted_factor(free_path / (diameter / 2)) * 1.5
f_a = 0.05
specular_shift = (1 + f_a) / (1 - f_a) - 1
bore = diameter_nm - size_nm
size_shift = (bore[0] / bore[1])**3 - 1
binding_ev, hop_ev, site_nm = 0.15, 0.075, 0.30    # rough values
kT_ev = kT / const.e
surface_area_nm2 = site_nm**2 / 4 * np.exp((binding_ev - hop_ev) / kT_ev)
surface_share = 3 * surface_area_nm2 / diameter_nm**2
excess = 0.01
unbalanced_ratio = -speed[0] * (1 + excess) / speed[1]
wavelength_nm = const.h / np.sqrt(2 * np.pi * mass[0] * kT) * 1e9

print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy kT: {kT_ev:.5f} eV")
print(f"Pressure at each end: {pressure_torr:.2f} Torr")
print(f"Pore diameter: {diameter_nm:.0f} nm")
print(f"Pore length: {length_nm:.0f} nm")
print(f"Length/diameter: {aspect:.0f}")
print(f"Mass of methane: {mass_u[0]:.3f} u")
print(f"Mass of argon: {mass_u[1]:.3f} u")
print(f"Total number density: {density * 1e-6:.4e} cm^-3")
print(f"Mean speed, methane: {speed[0] * 100:.4e} cm/s")
print(f"Mean speed, argon: {speed[1] * 100:.4e} cm/s")
print(f"Knudsen diffusivity, methane: {diffusivity[0] * 1e4:.4f} cm2/s")
print(f"Knudsen diffusivity, argon: {diffusivity[1] * 1e4:.4f} cm2/s")
print(f"Sampled diffusivity, methane: {sampled[0] * 1e4:.4f} cm2/s")
print(f"Sampled diffusivity, argon: {sampled[1] * 1e4:.4f} cm2/s")
print(f"Transmission, finite pore: {transmission:.6f}")
print(f"Transmission, long-tube formula: {w_long:.6f}")
print(f"Flow of methane, 1 to 2: {flow[0]:.4e} molecules/s")
print(f"Flow of argon, 1 to 2: {flow[1]:.4e} atoms/s")
print(f"Net particle flow, 1 to 2: {flow.sum():.4e} particles/s")
print(f"Flow ratio methane/argon: {flow[0] / flow[1]:.4f}")
print(f"sqrt(m_argon/m_methane): {graham:.4f}")
print(f"Cone test, narrow-to-wide transmission: {w_forward:.4f}")
print(f"Cone test, wide-to-narrow transmission: {w_backward:.4f}")
print("Cone test, area ratio wide/narrow: 4 (radii 1 and 2, length 4)")
print(f"Cone test, sampled size of flow ratio: {cone_ratio:.4f}")
print(f"Cylinder L/d=2, traced transmission: {w_short_traced:.4f}")
print(f"Cylinder L/d=2, ring transmission: {w_short:.4f}")
print(f"Specular fraction in trajectory test: {test_f:.2f}")
print(f"Sampled diffusivity gain in that test: {specular_gain:.4f}")
print(f"Closed vessels, peak difference: {peak_numeric * pressure_torr:.4f} Torr")
print(f"End effect, flow below long-tube value: {100 * end_deficit:.2f} %")
print(f"Rough molecular diameter, methane: {size_nm[0]:.2f} nm")
print(f"Rough molecular diameter, argon: {size_nm[1]:.2f} nm")
print(f"Gas mean free path: {free_path * 1e9:.3e} nm")
print(f"Knudsen number, free path/diameter: {free_path / diameter:.0f}")
print(f"Gas collisions, estimated flow loss: {100 * collision_loss:.3f} %")
print(f"Specular fraction, methane only: {f_a:.2f}")
print(f"Resulting shift of flow ratio: {100 * specular_shift:.2f} %")
print(f"Molecular size, shift of ratio: {100 * size_shift:.3f} %")
print(f"Rough surface binding energy: {binding_ev:.3f} eV")
print(f"Rough surface hopping barrier: {hop_ev:.3f} eV")
print(f"Rough surface hop length: {site_nm:.2f} nm")
print(f"Surface flow/gas flow: {surface_share:.2e}")
print(f"Excess pressure at methane end: {100 * excess:.1f} %")
print(f"Flow ratio with that excess: {unbalanced_ratio:.4f}")
print(f"Thermal wavelength, methane: {wavelength_nm:.4f} nm")
print("OK")
```

It prints:

```
Temperature: 473 K
Thermal energy kT: 0.04076 eV
Pressure at each end: 1.00 Torr
Pore diameter: 100 nm
Pore length: 10000 nm
Length/diameter: 100
Mass of methane: 16.043 u
Mass of argon: 39.948 u
Total number density: 2.0415e+16 cm^-3
Mean speed, methane: 7.9009e+04 cm/s
Mean speed, argon: 5.0069e+04 cm/s
Knudsen diffusivity, methane: 0.2634 cm2/s
Knudsen diffusivity, argon: 0.1669 cm2/s
Sampled diffusivity, methane: 0.2624 cm2/s
Sampled diffusivity, argon: 0.1668 cm2/s
Transmission, finite pore: 0.012945
Transmission, long-tube formula: 0.013333
Flow of methane, 1 to 2: 4.0998e+08 molecules/s
Flow of argon, 1 to 2: -2.5981e+08 atoms/s
Net particle flow, 1 to 2: 1.5017e+08 particles/s
Flow ratio methane/argon: -1.5780
sqrt(m_argon/m_methane): 1.5780
Cone test, narrow-to-wide transmission: 0.7167
Cone test, wide-to-narrow transmission: 0.1789
Cone test, area ratio wide/narrow: 4 (radii 1 and 2, length 4)
Cone test, sampled size of flow ratio: 1.5810
Cylinder L/d=2, traced transmission: 0.3567
Cylinder L/d=2, ring transmission: 0.3566
Specular fraction in trajectory test: 0.20
Sampled diffusivity gain in that test: 1.4969
Closed vessels, peak difference: 0.1664 Torr
End effect, flow below long-tube value: 2.91 %
Rough molecular diameter, methane: 0.38 nm
Rough molecular diameter, argon: 0.34 nm
Gas mean free path: 8.507e+04 nm
Knudsen number, free path/diameter: 851
Gas collisions, estimated flow loss: 0.344 %
Specular fraction, methane only: 0.05
Resulting shift of flow ratio: 10.53 %
Molecular size, shift of ratio: -0.120 %
Rough surface binding energy: 0.150 eV
Rough surface hopping barrier: 0.075 eV
Rough surface hop length: 0.30 nm
Surface flow/gas flow: 4.25e-05
Excess pressure at methane end: 1.0 %
Flow ratio with that excess: -1.5938
Thermal wavelength, methane: 0.0200 nm
OK
```
